# When a Linear Basis Is Not Orthogonal to a Semicore State: a numerical check

```python
"""Linear augmented basis and a semicore state in a 1D crystal of square wells.

Result under test: inside a sphere |x|<S the functions phi (solution at energy
Enu) and phidot (its energy derivative) overlap with a core solution c by
    <c|phi>    = -W(c,phi)/(Enu-Ec)
    <c|phidot> = -(W(c,phidot)+<c|phi>)/(Enu-Ec),   W(f,g) = f g' - f' g at S,
so a core that leaks through S is not orthogonal to the basis, and the basis can
then produce a ghost level between the semicore and valence bands.
Hartree atomic units. DEPTH, HALF: well depth and half-width; A: period.
Envelopes solve the free equation between spheres, joined in value and slope.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq

DEPTH, HALF, A = 2.5, 1.0, 5.0
NODES, WEIGHTS = np.polynomial.legendre.leggauss(40)


def gauss(lo, hi):
    return 0.5*(hi-lo)*NODES + 0.5*(hi+lo), 0.5*(hi-lo)*WEIGHTS


def free(energy, d):
    """Free solutions with (value, slope) = (1,0) and (0,1) at d=0."""
    z = np.sqrt(2*energy + 0j)
    return np.cos(z*d), np.sin(z*d)/z


def solution(energy, x, parity):
    """Value and slope at x>=0 of the even or odd solution in one cell."""
    x = np.asarray(x, dtype=float)
    c, s = free(energy + DEPTH, np.minimum(x, HALF))
    if parity == "even":
        val, slope = c, -2*(energy + DEPTH)*s
    else:
        val, slope = s, c
    c, s = free(energy, np.maximum(x - HALF, 0.0))
    return val*c + slope*s, -2*energy*val*s + slope*c


def real_solution(energy, x, parity):
    v, d = solution(energy, x, parity)
    return v.real, d.real


def energy_derivative(energy, x, parity):
    h = 1e-20
    v, d = solution(energy + 1j*h, x, parity)
    return v.imag/h, d.imag/h


def find_roots(func):
    grid = np.linspace(-2.4501, 3.0, 5001)
    vals = np.array([func(e) for e in grid])
    hits = np.where(vals[:-1]*vals[1:] < 0)[0]
    return np.array([brentq(func, grid[i], grid[i+1], xtol=1e-14) for i in hits])


def exact_bands(k):
    def condition(e):
        g, dg = real_solution(e, A/2, "even")
        u, du = real_solution(e, A/2, "odd")
        return g*du + dg*u - np.cos(k*A)
    return find_roots(condition)


def plane_wave_bands(k):
    g = 2*np.pi*np.arange(-60, 61)/A
    diff = g[:, None] - g[None, :]
    ham = -DEPTH*2*HALF/A*np.sinc(diff*HALF/np.pi)
    return np.linalg.eigvalsh(ham + np.diag(0.5*(k+g)**2))


# Exact levels at k=0, separated by parity
even_levels = find_roots(lambda e: real_solution(e, A/2, "even")[1])
odd_levels = find_roots(lambda e: real_solution(e, A/2, "odd")[0])
E_CORE, E_VAL, E_NEXT = even_levels[:3]
E_ODD = odd_levels[0]
ENU = {"even": E_VAL, "odd": E_ODD}
ENVELOPES = np.array([E_VAL, E_ODD, -1.5, -6.0])


def sphere_grid(S):
    x1, w1 = gauss(0.0, HALF)
    x2, w2 = gauss(HALF, S)
    return np.concatenate([x1, x2]), 2*np.concatenate([w1, w2])


xa, wa = sphere_grid(A/2)
CORE_NORM = np.sqrt(np.sum(wa*real_solution(E_CORE, xa, "even")[0]**2))


def core(x):
    v, d = real_solution(E_CORE, x, "even")
    return v/CORE_NORM, d/CORE_NORM


def sphere_functions(S, parity, local=False):
    """Radial values on the grid, boundary (value, slope) rows, action of H."""
    x, w = sphere_grid(S)
    enu = ENU[parity]
    xs = np.append(x, S)
    v, d = real_solution(enu, xs, parity)
    vd, dd = energy_derivative(enu, xs, parity)
    norm = np.sqrt(np.sum(w*v[:-1]**2))
    v, d, vd, dd = v/norm, d/norm, vd/norm, dd/norm
    mix = np.sum(w*v[:-1]*vd[:-1])
    vd, dd = vd - mix*v, dd - mix*d
    vals, slopes = [v, vd], [d[-1], dd[-1]]
    action = np.array([[enu, 1.0], [0.0, enu]])
    if local:
        vc, dc = core(xs)
        vals.append(vc)
        slopes.append(dc[-1])
        action = np.pad(action, ((0, 1), (0, 1)))
        action[2, 2] = E_CORE
    vals = np.array(vals)
    return x, w, vals[:, :-1], np.array([vals[:, -1], slopes]), action


def build(k, S, local=False):
    """Overlap, Hamiltonian and (for k=0) overlaps with the semicore state."""
    L = A/2 - S
    e = np.concatenate([ENVELOPES, ENVELOPES])

    def envelope(y):
        pairs = [free(en, y) for en in ENVELOPES]
        c = np.array([p[0].real for p in pairs])
        s = np.array([p[1].real for p in pairs])
        factor = ENVELOPES.reshape((-1,) + (1,)*(c.ndim-1))
        return np.concatenate([c, s]), np.concatenate([-2*factor*s, c])

    y, wy = gauss(-L, L)
    g = envelope(y)[0]
    n = len(e)
    size = n + int(local)
    over = np.zeros((size, size), dtype=complex)
    ham = np.zeros_like(over)
    with_core = np.zeros(size, dtype=complex)
    over[:n, :n] = (g*wy) @ g.T
    ham[:n, :n] = over[:n, :n]*e[None, :]
    with_core[:n] = g @ (wy*core(A/2 - np.abs(y))[0])
    right, dright = envelope(-L)
    left, dleft = [np.exp(-1j*k*A)*q for q in envelope(L)]
    edges = {"even": np.array([right+left, dright-dleft])/2,
             "odd": np.array([right-left, dright+dleft])/2}
    for parity in ("even", "odd"):
        extra = local and parity == "even"
        x, w, vals, edge, action = sphere_functions(S, parity, extra)
        coef = np.zeros((len(vals), size), dtype=complex)
        coef[:2, :n] = np.linalg.solve(edge[:, :2], edges[parity])
        if extra:
            coef[:2, n] = -np.linalg.solve(edge[:, :2], edge[:, 2])
            coef[2, n] = 1.0
        gram = (vals*w) @ vals.T
        over += coef.conj().T @ gram @ coef
        ham += coef.conj().T @ gram @ action @ coef
        if parity == "even":
            with_core += coef.conj().T @ (vals @ (w*core(x)[0]))
    # matching in value and slope must make the Hamiltonian Hermitian
    assert np.max(abs(ham - ham.conj().T)) < 1e-9*np.max(abs(ham))
    return (over+over.conj().T)/2, (ham+ham.conj().T)/2, with_core


def wronskian(f, g):
    return f[0]*g[1] - f[1]*g[0]


# Exact bands against plane waves
k_fractions = np.array([0.0, 0.25, 0.5, 0.75, 1.0])
k_points = k_fractions*np.pi/A
exact = np.array([exact_bands(k)[:3] for k in k_points])
planes = np.array([plane_wave_bands(k)[:3] for k in k_points])
plane_error = np.max(abs(exact - planes))
assert plane_error < 1e-4

# Energy derivative against a central difference
xt, step = np.array([0.3, 0.9, 1.7]), 1e-4
central = (real_solution(E_VAL+step, xt, "even")[0]
           - real_solution(E_VAL-step, xt, "even")[0])/(2*step)
assert np.allclose(central, energy_derivative(E_VAL, xt, "even")[0], atol=1e-6)

print("well depth %.2f hartree, half-width %.2f bohr, period %.2f bohr"
      % (DEPTH, HALF, A))
print("envelope energies (hartree):", np.round(ENVELOPES, 4))
print("k=0 even semicore level  %.5f hartree" % E_CORE)
print("k=0 odd valence level    %.5f hartree" % E_ODD)
print("k=0 even valence level   %.5f hartree (Enu, even)" % E_VAL)
print("k=0 next even level      %.5f hartree" % E_NEXT)
print("largest difference from plane waves %.1e hartree" % plane_error)
threshold = (E_NEXT-E_VAL)/(E_NEXT-E_CORE)
print("captured core fraction C needed for a ghost below valence: %.4f" % threshold)

# A core with zero value but non-zero slope at the boundary
x, w, vals, edge, _ = sphere_functions(HALF, "even")
wall_energy = -DEPTH + np.pi**2/(8*HALF**2)
wall = np.cos(np.pi*x/(2*HALF))/np.sqrt(HALF)
wall_slope = -np.pi/(2*HALF)/np.sqrt(HALF)
wall_overlap = np.sum(w*wall*vals[0])
wall_formula = wall_slope*edge[0, 0]/(E_VAL-wall_energy)
assert abs(wall_overlap - wall_formula) < 1e-10 and abs(wall_overlap) > 0.01
print("hard-wall core, S=1 bohr: energy %.5f hartree, c(S)=0, c'(S)=%.4f bohr^-3/2"
      % (wall_energy, wall_slope))
print("hard-wall core overlap <c|phi>: integral %.6f, boundary formula %.6f"
      % (wall_overlap, wall_formula))

# Scan of the sphere radius at k=0, even channel
print("scan, k=0 even; S bohr, c(S) bohr^-1/2, c'(S) bohr^-3/2, E hartree")
print("phidot is normalized to 1; C = core fraction captured by the basis")
print("   S    c(S)    c'(S)  <c|phi> <c|phidot>    C    E_extra  E_bound  core wt")
ne = len(ENVELOPES)
extra_levels = []
for S in (1.0, 1.2, 1.4, 1.6, 1.8, 2.0):
    x, w, vals, edge, _ = sphere_functions(S, "even")
    c_in, c_edge = core(x)[0], core(S)
    delta = E_VAL - E_CORE
    o_phi, o_dot = vals @ (w*c_in)
    assert abs(wronskian(edge[:, 0], edge[:, 1]) + 1) < 1e-9
    assert abs(o_phi + wronskian(c_edge, edge[:, 0])/delta) < 1e-9
    assert abs(o_dot + (wronskian(c_edge, edge[:, 1]) + o_phi)/delta) < 1e-9
    dot_norm = np.sqrt(np.sum(w*vals[1]**2))
    over, ham, b = build(0.0, S)
    over, ham, b = over[:ne, :ne], ham[:ne, :ne], b[:ne]
    captured = np.vdot(b, np.linalg.solve(over, b)).real
    levels, vectors = eigh(ham, over)
    valence = np.argmin(abs(levels - E_VAL))
    assert abs(levels[valence] - E_VAL) < 1e-5
    other = 0 if valence != 0 else 1
    weight = abs(np.vdot(vectors[:, other], b))**2
    bound = E_NEXT - captured*(E_NEXT-E_CORE)
    assert levels[other] > bound - 1e-5
    extra_levels.append(levels[other])
    print("%4.1f %8.4f %8.4f %8.4f %8.4f %8.4f %8.4f %8.4f %8.4f"
          % (S, c_edge[0], c_edge[1], o_phi, o_dot/dot_norm, captured,
             levels[other], bound, weight))
    if S == 1.0:
        # the same basis after projecting out the exact semicore state
        bb = np.outer(b, b.conj())
        purged = eigh(ham - E_CORE*bb, over - bb, eigvals_only=True)
assert extra_levels[0] < E_ODD and extra_levels[-1] > E_VAL
assert abs(purged[0] - E_VAL) < 1e-5 and purged[1] > E_NEXT - 1e-5
print("S=1 bohr, semicore projected out: lowest even levels %.4f, %.4f hartree"
      % (purged[0], purged[1]))

# Bands: small sphere, large sphere, small sphere with a local orbital


def linear_bands(S, local=False):
    rows = []
    for k in k_points:
        over, ham, _ = build(k, S, local)
        rows.append(eigh(ham, over, eigvals_only=True)[:3])
    return np.array(rows)


small, large, cured = linear_bands(1.0), linear_bands(2.0), linear_bands(1.0, True)
for title, table in (("exact", exact), ("linear basis, S=1 bohr", small),
                     ("linear basis, S=2 bohr", large),
                     ("S=1 bohr with local orbital", cured)):
    print("three lowest bands (hartree), " + title + "; first column k*A/pi")
    for fraction, row in zip(k_fractions, table):
        print("  %.2f  %9.4f %9.4f %9.4f" % (fraction, *row))

# the ghost lies where the exact crystal has no state at all
assert np.all(small[:, 0] > exact[:, 0].max() + 0.1)
assert np.all(small[:, 0] < exact[:, 1].min() - 0.1)
error_small = np.max(abs(small[:, 1] - exact[:, 1]))
error_large = np.max(abs(large[:, 0] - exact[:, 1]))
error_cured = np.max(abs(cured[:, :2] - exact[:, :2]))
assert error_small < 0.03 and error_large < 0.03 and error_cured < 0.02
print("largest error of odd valence band: S=1 %.5f, S=2 %.5f hartree"
      % (error_small, error_large))
print("largest error of two lowest bands with local orbital: %.5f hartree"
      % error_cured)
print("no test failed")
```

Running it gives:

```
well depth 2.50 hartree, half-width 1.00 bohr, period 5.00 bohr
envelope energies (hartree): [ 0.3335 -0.4162 -1.5    -6.    ]
k=0 even semicore level  -1.92790 hartree
k=0 odd valence level    -0.41621 hartree
k=0 even valence level   0.33350 hartree (Enu, even)
k=0 next even level      2.28877 hartree
largest difference from plane waves 2.5e-06 hartree
captured core fraction C needed for a ghost below valence: 0.4637
hard-wall core, S=1 bohr: energy -1.26630 hartree, c(S)=0, c'(S)=-1.5708 bohr^-3/2
hard-wall core overlap <c|phi>: integral 0.799814, boundary formula 0.799814
scan, k=0 even; S bohr, c(S) bohr^-1/2, c'(S) bohr^-3/2, E hartree
phidot is normalized to 1; C = core fraction captured by the basis
   S    c(S)    c'(S)  <c|phi> <c|phidot>    C    E_extra  E_bound  core wt
 1.0   0.3904  -0.7623   0.5934  -0.7479   0.9641  -1.3729  -1.7763   0.9591
 1.2   0.2644  -0.5130   0.3940  -0.8680   0.8380   0.1699  -1.2449   0.7813
 1.4   0.1798  -0.3439   0.2403  -0.8358   0.5608   1.9093  -0.0758   0.1725
 1.6   0.1233  -0.2285   0.1408  -0.6480   0.2708   2.2020   1.1471   0.0354
 1.8   0.0861  -0.1487   0.0803  -0.4110   0.1074   2.3305   1.8361   0.0150
 2.0   0.0623  -0.0922   0.0439  -0.2366   0.0400   2.4835   2.1200   0.0076
S=1 bohr, semicore projected out: lowest even levels 0.3335, 2.2904 hartree
three lowest bands (hartree), exact; first column k*A/pi
  0.00    -1.9279   -0.4162    0.3335
  0.25    -1.9274   -0.4314    0.3795
  0.50    -1.9263   -0.4642    0.5028
  0.75    -1.9251   -0.4929    0.6701
  1.00    -1.9246   -0.5039    0.7852
three lowest bands (hartree), linear basis, S=1 bohr; first column k*A/pi
  0.00    -1.3729   -0.4162    0.3335
  0.25    -1.3785   -0.4314    0.3795
  0.50    -1.3917   -0.4642    0.5028
  0.75    -1.4043   -0.4929    0.6703
  1.00    -1.4095   -0.5039    0.7856
three lowest bands (hartree), linear basis, S=2 bohr; first column k*A/pi
  0.00    -0.4162    0.3335    2.4835
  0.25    -0.4314    0.3815    2.2007
  0.50    -0.4642    0.5131    1.7591
  0.75    -0.4929    0.7044    1.3733
  1.00    -0.5039    0.8626    1.1505
three lowest bands (hartree), S=1 bohr with local orbital; first column k*A/pi
  0.00    -1.9279   -0.4162    0.3335
  0.25    -1.9274   -0.4314    0.3795
  0.50    -1.9263   -0.4642    0.5028
  0.75    -1.9251   -0.4929    0.6703
  1.00    -1.9246   -0.5039    0.7856
largest error of odd valence band: S=1 0.00001, S=2 0.00001 hartree
largest error of two lowest bands with local orbital: 0.00000 hartree
no test failed
```
